# Removing One Resistor from an Infinite Square Grid

## Problem

Identical resistors $R$ join neighbouring nodes of an infinite square grid. A direct current $I$ enters at node $A$ and leaves at the neighbouring node $B$. The effective resistance between them is the voltage $V_A-V_B$ divided by $I$.

1. Find the effective resistance of the complete grid.
2. The one resistor that joins $A$ directly to $B$ is cut out. Find the new effective resistance between $A$ and $B$.
3. With $I$ held fixed, find how the currents in the other resistors change.

## A tempting solution

Send $I$ into $A$ and let it leave far away. The four resistors at $A$ are equivalent, so each carries $I/4$. Now collect $I$ at $B$ from far away: each resistor at $B$ carries $I/4$ towards $B$. Add the two situations. The resistor from $A$ to $B$ carries $I/4+I/4=I/2$, so the voltage is $RI/2$ and the resistance is $R/2$.

After the cut, each terminal has three resistors instead of four. The current therefore divides into three parts of $I/3$. Both terminals have lost a quarter of their connections, so the conductance falls to three quarters of its old value, and the resistance becomes

$$
\frac{4}{3}\cdot\frac{R}{2}=\frac{2R}{3}.
$$

## Where it fails

The second answer can be refuted by putting the resistor back. It would then lie in parallel with a network of resistance $2R/3$, and the conductances would add:

$$
\frac{1}{R}+\frac{3}{2R}=\frac{5}{2R}.
$$

The complete grid would have resistance $2R/5$, in conflict with the value $R/2$ found a few lines earlier.

There are two faults. First, the three remaining resistors at $A$ are not equivalent. A quarter turn about $A$ leaves the complete grid unchanged, but it moves the gap in the damaged one, so symmetry no longer gives an equal division. Second, the missing resistor was not an average one. It carried a quarter of the current when the return was far away, but half of it when the return was at $B$. Counting the connections at a terminal does not measure how much current each one carries.

The first answer, $R/2$, is right, but its derivation has a gap. In an infinite grid, "far away" is not yet defined, and the balance of currents at the nodes does not fix the potentials. For example, a potential that drops by the same amount $E$ at every step to the right satisfies current balance everywhere with no source at all. Adding it to a solution changes $V_A-V_B$ by $E$ if $B$ lies to the right of $A$. A condition on the distant parts of the grid is needed.

## Solution

### What the infinite grid means

Take a patch of $N\times N$ nodes with $N\ge 3$, and join opposite edges, so that a path leaving on the right re-enters on the left. Every node then has four distinct neighbours. The infinite grid is defined here as the limit $N\to\infty$ of this periodic patch, with $A$ and $B$ kept as neighbours.

In a finite connected patch, given injected currents that sum to zero fix the potentials up to a common constant. To see this, subtract two solutions for the same injected currents. The difference is a potential with no injected current, so at each node it equals the average over the four neighbours. At a node where it is largest, all four neighbours must share the largest value, since otherwise their average would be smaller. The same holds for their neighbours in turn, and so for the whole patch. The difference is a constant.

### One source, one sink

Feed $I$ into $A$ and withdraw $I/N^2$ from every node, including $A$. The total injected current is $I-N^2(I/N^2)=0$, as it must be. The net current that enters at $A$ and has to leave through its four resistors is

$$
I-\frac{I}{N^2}=I\left(1-\frac{1}{N^2}\right).
$$

A quarter turn about $A$ maps the patch and these injected currents onto themselves. The turned potential is therefore also a solution, and it differs from the original by a constant at most. The constant is zero, because $A$ itself does not move. The four neighbours of $A$ thus have equal potentials, and each resistor carries away from $A$ the current

$$
i_1=\frac{I}{4}\left(1-\frac{1}{N^2}\right).
$$

Next withdraw $I$ at $B$ and feed $I/N^2$ into every node. This is the first situation moved to $B$ with all currents reversed. Each resistor at $B$ carries $i_1$ towards $B$, and one of them is the resistor from $A$ to $B$.

Kirchhoff's equations are linear, so the two situations may be added. At every node the background currents $-I/N^2$ and $+I/N^2$ cancel. What remains is $I$ entering at $A$ and $I$ leaving at $B$. Both parts send current from $A$ to $B$ through the direct resistor, so they add with the same sign:

$$
i_{AB}=2i_1=\frac{I}{2}\left(1-\frac{1}{N^2}\right).
$$

Ohm's law for this one resistor gives $V_A-V_B=R\,i_{AB}$, and division by $I$ gives

$$
R_{\text{before}}=\frac{R}{2}\left(1-\frac{1}{N^2}\right)\;\longrightarrow\;\frac{R}{2}.
$$

This answers the first question.

### Cutting the resistor

The direct resistor touches the rest of the grid at $A$ and $B$ and nowhere else. For a given voltage between these nodes, the rest of the grid draws the same current whether or not the direct resistor is present. The complete grid is therefore two branches in parallel: the resistor $R$, and the damaged grid with resistance $R_{\text{after}}$. Their conductances add,

$$
\frac{1}{R_{\text{before}}}=\frac{1}{R}+\frac{1}{R_{\text{after}}},
$$

and hence

$$
\frac{1}{R_{\text{after}}}=\frac{1}{R_{\text{before}}}-\frac{1}{R}
=\frac{R-R_{\text{before}}}{R\,R_{\text{before}}},
\qquad
R_{\text{after}}=\frac{R\,R_{\text{before}}}{R-R_{\text{before}}}.
$$

No symmetry of the damaged grid has been used. For the periodic patch,

$$
R_{\text{before}}=R\,\frac{N^2-1}{2N^2},
\qquad
R-R_{\text{before}}=R\,\frac{2N^2-(N^2-1)}{2N^2}=R\,\frac{N^2+1}{2N^2}.
$$

The factors $2N^2$ cancel in the quotient, which leaves

$$
R_{\text{after}}=R\,\frac{N^2-1}{N^2+1}\;\longrightarrow\;R.
$$

The resistance rises from $R/2$ to exactly $R$ in the limit. In terms of conductance, the complete grid has $2/R$, the missing resistor takes away $1/R$, and $1/R$ is left. Everything in the grid except the direct resistor acts, between $A$ and $B$, like one more resistor $R$.

For a finite patch the value lies below $R$ by

$$
R-R\,\frac{N^2-1}{N^2+1}=\frac{2R}{N^2+1}.
$$

With $N=3$ the resistances are $4R/9$ and $4R/5$; with $N=80$ they are $0.49992R$ and $0.99969R$.

### The other currents

Before the cut, the current that passes from $A$ to $B$ through the rest of the grid is

$$
I-i_{AB}=I-\frac{I}{2}\left(1-\frac{1}{N^2}\right)
=\frac{I}{2}\left(1+\frac{1}{N^2}\right).
$$

After the cut, the same network carries the whole of $I$ between the same two nodes. Since it is linear and its potentials are unique up to a constant, every current in it is multiplied by the same factor:

$$
\frac{I}{I-i_{AB}}=\frac{2}{1+1/N^2}=\frac{2N^2}{N^2+1}\;\longrightarrow\;2.
$$

Every surviving current doubles, near the gap and far from it, and no current changes direction. This holds at fixed $I$. If the voltage between $A$ and $B$ is held fixed instead, the surviving currents do not change at all, and the total current falls to half.

### Do the distant edges matter?

The proof used periodic edges. To see whether another choice leads elsewhere, Kirchhoff's equations were solved numerically on sheets of $m\times(m+1)$ nodes, with $A$ and $B$ at the centre. The rim was either left open or joined into a single node.

| $m$ | Rim | Before, in $R$ | After, in $R$ |
|---:|:---|---:|---:|
| 50 | open | 0.50021 | 1.00085 |
| 50 | joined | 0.49977 | 0.99909 |
| 100 | open | 0.50005 | 1.00022 |
| 100 | joined | 0.49994 | 0.99978 |

The two kinds of rim lie on opposite sides of the limits $R/2$ and $R$. Doubling $m$ reduces each deviation by a factor between 3.9 and 4.1, which is consistent with a deviation proportional to $1/m^2$. This is numerical evidence, not a proof, that these edges lead to the same limits.

## When the factor is not two

Let $r=R_{\text{before}}/R$. Since $R_{\text{before}}=R\,i_{AB}/I$, this is also the fraction of the current that the direct resistor carries. The rule for the cut becomes

$$
R_{\text{after}}=\frac{rR}{1-r},
\qquad
\frac{R_{\text{after}}}{R_{\text{before}}}=\frac{1}{1-r}.
$$

A resistor with little of the current can be removed with little effect. If $r$ approaches 1, the resistor is nearly the sole connection, and the resistance after the cut grows without bound. The square grid has $r=1/2$.

The symmetry argument also works on other periodic lattices in which every node has $z$ equivalent resistors. With $M$ nodes, the source sends $(I/z)(1-1/M)$ through each resistor, the sink adds the same amount, and

$$
r=\frac{2}{z}\left(1-\frac{1}{M}\right).
$$

A closed ring has $z=2$, so $r=1-1/M$ and

$$
R_{\text{after}}=R\,\frac{1-1/M}{1/M}=(M-1)R.
$$

This is right: cutting one resistor from a ring leaves $M-1$ in series. A simple cubic lattice has $z=6$. In the limit of many nodes $r=1/3$, so the resistance rises from $R/3$ to $R/2$, a factor of $3/2$. More alternative paths make the loss of one resistor less serious.

The parallel rule may be applied again when a second resistor is cut, but $R_{\text{before}}$ must then be the resistance across that resistor in the already damaged grid. The value $R/2$ no longer applies automatically, because the symmetry that gave it has been lost.

## Example: an open segment in a copper power mesh

Consider an upper-level power mesh on a chip, with segments of length $L=20\ \mu\text{m}$, width $w=2\ \mu\text{m}$ and thickness $t=1\ \mu\text{m}$. The effective resistivity is $\rho=2.0\ \mu\Omega\,\text{cm}=2.0\times10^{-8}\ \Omega\,\text{m}$ at 20 °C. The resistance of one segment is

$$
R=\frac{\rho L}{wt}
=\frac{(2.0\times10^{-8})(20\times10^{-6})}{(2\times10^{-6})(1\times10^{-6})}\ \Omega
=0.200\ \Omega.
$$

If one segment deep inside the mesh fails open, the resistance between its end nodes rises from $0.100\ \Omega$ to $0.200\ \Omega$. A test current of 10 mA between these nodes gives a drop of 1.00 mV before the failure and 2.00 mV after it.

The separate currents at $A$ were found by solving Kirchhoff's equations on the periodic patch with $N=80$.

| Segment at $A$ | Before (mA) | After (mA) |
|:---|---:|---:|
| direct, to $B$ | 5.00 | none |
| opposite to $B$ | 1.37 | 2.73 |
| each of the two at the sides | 1.82 | 3.63 |

After the failure the three currents are unequal, as the lost symmetry allows; an equal division would give 3.33 mA each. The cross-section is $2\times10^{-8}\ \text{cm}^2$, so the largest current density at $A$ is $0.25\ \text{MA/cm}^2$ before and $0.18\ \text{MA/cm}^2$ after. This maximum falls because the most heavily loaded segment is gone, although each surviving segment at $A$ carries twice its former current. Both statements hold only for a test current that enters at $A$ and leaves at $B$. A working power mesh carries current past the failed segment instead. For a uniform current along the direction of the cut segment, the two parallel neighbours carry about 27 % more after the failure and the two neighbours on its own line about 27 % less, so the largest current density rises.

### Comparison with a real mesh

The dimensions and material values are rough typical ones. A real mesh departs from the ideal grid in several ways, and three of them were sized by solving the altered network numerically, one change at a time, with 80 nodes along a side. Lines in the two directions usually lie on different layers. If the lines that cross the direction of the cut segment have 20 % more resistance, and its own line is unchanged, the values before and after rise by 6 % and 12 % relative to the ideal grid. For a segment on one of the more resistive lines, the rises are 13 % and 7 %. Vias of $0.02\ \Omega$ at all crossings raise them by about 6.5 % and 14 %. The largest change comes from position: for a segment that runs along the open rim of the mesh, far from its corners, the values are $0.13\ \Omega$ and $0.35\ \Omega$, a factor of 2.75 instead of 2. Going from 40 to 80 nodes along a side moved none of these resistances by more than $0.4\ \text{m}\Omega$. Close to a corner the effect of the rim is larger: for the rim segment that ends at a corner the values are $0.14\ \Omega$ and $0.46\ \Omega$, a factor of 3.3. Lower metal layers and further supply connections add parallel paths, which are not included here.

Temperature acts differently. With the coefficient of pure bulk copper, 0.0039 per K, a mesh at 105 °C has every resistance multiplied by $1+0.0039\times85=1.33$. The two values become $0.133\ \Omega$ and $0.266\ \Omega$, and their ratio stays at 2 because all segments change together. If the excess of the effective resistivity over the bulk value comes from impurities or surface scattering, it hardly varies with temperature, and the factor is nearer 1.28 than 1.33. Self-heating is uneven, but small here. The direct segment dissipates $(5.00\ \text{mA})^2(0.200\ \Omega)=5.0\ \mu\text{W}$. If this heat flows straight down through $5\ \mu\text{m}$ of dielectric with conductivity $0.5\ \text{W/(m K)}$, the segment warms by

$$
\Delta T=\frac{(5.0\times10^{-6})(5\times10^{-6})}{0.5\,(2\times10^{-6})(20\times10^{-6})}\ \text{K}
\approx1.3\ \text{K},
$$

which would change its resistance by about 0.5 %. This is an upper estimate. Heat also spreads sideways in the dielectric, which for a single narrow line lowers the rise several times, and it flows along the copper into the rest of the mesh, which lowers the rise further. Heating by the neighbouring segments acts the other way, but is too weak here to make up for these losses.

The result also assumes direct current. Numerical integration of the magnetic energy of a uniform current in one segment, without its return path, gives a partial inductance of 12.5 pH. Its reactance equals $0.200\ \Omega$ at

$$
f=\frac{R}{2\pi L_{\text{ind}}}
=\frac{0.200}{2\pi(12.5\times10^{-12})}\ \text{Hz}
\approx2.5\ \text{GHz}.
$$

This frequency is a scale, not a sharp limit: well below it the resistive grid is a reasonable description of the segments, and near it inductance has to be included.

Numerical values quoted here were computed with a short program.
